\section*{Thermal Mismatch Stress in a Thin Coating on a Thick Substrate}

\section{Problem}

A ceramic coating of thickness $h=0.25$ mm is bonded to a metal plate of thickness $H=3.00$ mm. At $T_{\rm hot}=1300$ K neither layer carries stress. Both then cool slowly to $T_{\rm final}=300$ K, so that at the end they share one temperature.

The coating has Young modulus $E=50$ GPa, Poisson ratio $\nu=0.2$ and linear expansion coefficient $\alpha_c=11\times10^{-6}$ K$^{-1}$. The substrate has $\alpha_s=14\times10^{-6}$ K$^{-1}$. Take both materials as isotropic and linear elastic, with properties that do not depend on temperature. In parts (a) to (d), treat the substrate as so thick and stiff that the coating cannot deform it.

\begin{enumerate}
\item[(a)] Find the elastic strain that bonding forces on the coating in its plane.
\item[(b)] Find the in-plane stress far from the edges, with its sign. What would change if the coating expanded more than the substrate by the same amount?
\item[(c)] By what fraction does the thickness of the coating change during cooling?
\item[(d)] Compare the stress with that of a body constrained along one direction, and along three, with the same elastic strain in each constrained direction. Explain the order of the three values.
\item[(e)] The stress found in (b) cannot hold at a free side face of the coating. Why not, and how far does the disturbance reach?
\end{enumerate}

Tensile stress and elongation are counted as positive. The $x$ and $y$ axes lie in the plane of the coating, and $z$ points out of it.

\section{Hints}

\begin{enumerate}
\item Imagine the layers separated, let each one shrink freely, and then ask what must be done to the coating to make it fit the substrate again.
\item Hooke's law relates stress to the \emph{elastic} strain, which is the total strain minus the free thermal strain. A body that shrinks freely has strain but no stress.
\item Nothing presses on the top surface. Use this to find $\sigma_{zz}$ inside the coating, not just at its surface.
\item The coating is held in two directions and free in the third. Write all three equations of Hooke's law before putting in numbers.
\item For part (e), balance the forces on a short slice of the coating. Something must carry the force that the side face cannot.
\end{enumerate}

\section{Solution}

\subsection{(a) The elastic strain}

Let $\Delta T=T_{\rm final}-T_{\rm hot}=-1000$ K. Left to themselves, the layers would acquire the strains
\begin{align}
\alpha_c\,\Delta T&=(11\times10^{-6})(-1000)=-1.10\,\%,\\
\alpha_s\,\Delta T&=(14\times10^{-6})(-1000)=-1.40\,\%.
\end{align}
The substrate is not deformed by the coating, so it takes its free strain. The bond makes the coating follow it, and the total in-plane strain of the coating is therefore $\alpha_s\Delta T$. This total is the sum of the coating's own thermal strain and an elastic strain $e$:
\begin{equation}
\alpha_s\Delta T=\alpha_c\Delta T+e .
\end{equation}
Hence
\begin{equation}
e=(\alpha_s-\alpha_c)\,\Delta T=(3\times10^{-6})(-1000)=-0.300\,\% .
\label{eq:e}
\end{equation}
The strain is negative because the metal shrinks more than the ceramic would and squeezes it. If the coefficients varied with temperature, each product $\alpha\,\Delta T$ would be replaced by the integral of $\alpha$ over temperature, and the rest of the argument would stand.

\subsection{(b) The stress}

Far from the edges nothing depends on $x$ or $y$. The equilibrium condition along $z$,
\begin{equation}
\frac{\partial\sigma_{xz}}{\partial x}+\frac{\partial\sigma_{yz}}{\partial y}+\frac{\partial\sigma_{zz}}{\partial z}=0,
\end{equation}
then reduces to $\partial\sigma_{zz}/\partial z=0$. Since $\sigma_{zz}$ vanishes at the free top surface, it vanishes through the whole thickness. The coating is thus free to strain along $z$, although it is held along $x$ and $y$.

With $\sigma_{zz}=0$, Hooke's law for the two in-plane directions reads
\begin{align}
e&=\frac{1}{E}\left(\sigma_{xx}-\nu\sigma_{yy}\right),\label{eq:hx}\\
e&=\frac{1}{E}\left(\sigma_{yy}-\nu\sigma_{xx}\right).\label{eq:hy}
\end{align}
Subtracting the second equation from the first gives
\begin{equation}
0=\frac{1+\nu}{E}\left(\sigma_{xx}-\sigma_{yy}\right),
\end{equation}
so the two stresses are equal. Calling their common value $\sigma$ and returning to Eq.~(\ref{eq:hx}),
\begin{equation}
e=\frac{(1-\nu)\,\sigma}{E}
\quad\Longrightarrow\quad
\sigma=\frac{E}{1-\nu}\,(\alpha_s-\alpha_c)\,\Delta T .
\label{eq:sigma}
\end{equation}
The factor $M_c=E/(1-\nu)$ is the biaxial modulus of the coating. Numerically,
\begin{equation}
M_c=\frac{50\ \mathrm{GPa}}{0.8}=62.5\ \mathrm{GPa},\qquad
\sigma=(62.5\ \mathrm{GPa})(-0.00300)=-187.5\ \mathrm{MPa}.
\end{equation}
The coating is in biaxial compression of 187.5 MPa.

Neither thickness appears in Eq.~(\ref{eq:sigma}). On an undeformable substrate the strain is dictated from outside, and a thicker coating needs a larger force but not a larger stress.

The sign depends on which layer expands more. With $\alpha_c=17\times10^{-6}$ K$^{-1}$ the difference $\alpha_s-\alpha_c$ changes sign and keeps its size. The coating then wants to shrink more than the metal allows, and it ends in tension of 187.5 MPa. A statement of the mismatch as ``$3\times10^{-6}$ per kelvin'' without saying which coefficient is larger fixes the magnitude of the stress and leaves its sign open. The difference matters for a brittle ceramic: tension can open cracks that run through the thickness, whereas compression can make a poorly bonded coating buckle away from the substrate.

\subsection{(c) The change of thickness}

The third equation of Hooke's law, again with $\sigma_{zz}=0$, gives the elastic strain along $z$:
\begin{equation}
e_{zz}=-\frac{\nu}{E}\left(\sigma_{xx}+\sigma_{yy}\right)=-\frac{2\nu\sigma}{E}=-\frac{2\nu}{1-\nu}\,e .
\end{equation}
The last step uses $\sigma=Ee/(1-\nu)$. With the numbers of the problem,
\begin{equation}
e_{zz}=-\frac{0.4}{0.8}\,(-0.300\,\%)=+0.150\,\% .
\end{equation}
Material squeezed in the plane bulges out of it. The free thermal strain has to be added, because it acts along $z$ too:
\begin{equation}
\alpha_c\Delta T+e_{zz}=-1.10\,\%+0.150\,\%=-0.950\,\% .
\end{equation}
The coating becomes thinner by 0.95\,\%, or about 2.4 $\mu$m. It is under compression in its plane, it is elastically stretched along its normal, and it still shrinks along that normal because the thermal contraction is larger.

\subsection{(d) One, two and three constrained directions}

Let the elastic strain be $e$ in each constrained direction and the stress zero in each free one. By symmetry the constrained directions share one stress. In Hooke's law this stress enters once with coefficient 1, and once with coefficient $-\nu$ for every other constrained direction:
\begin{align}
\text{one direction:}\quad & Ee=\sigma_1, & \sigma_1&=Ee=-150\ \mathrm{MPa},\\
\text{two directions:}\quad & Ee=(1-\nu)\sigma_2, & \sigma_2&=\frac{Ee}{1-\nu}=-187.5\ \mathrm{MPa},\\
\text{three directions:}\quad & Ee=(1-2\nu)\sigma_3, & \sigma_3&=\frac{Ee}{1-2\nu}=-250\ \mathrm{MPa}.
\end{align}
To see the reason for the order, start from a bar compressed along $x$ alone. It expands sideways. If $y$ is to be compressed as well, this expansion must be undone in addition, which takes extra stress along $y$. That stress in turn pushes the material outward along $x$, so the stress along $x$ must also rise. Each further constraint adds to the effect when $\nu>0$.

Two limits confirm the picture. For $\nu=0$ the directions do not influence each other, and all three stresses equal $Ee$. For $\nu\to1/2$ the material becomes incompressible. The biaxial stress then stays finite at $2Ee$, since the material can still escape along $z$. The triaxial stress diverges, because equal compression along three directions would require a change of volume.

The coating is the second case. Using $Ee$ for it would give 150 MPa, which is 20\,\% below the correct value.

\subsection{(e) The free edge}

Let the coating end at a side face normal to $x$. No force acts on that face, so $\sigma_{xx}=0$ there, in conflict with $\sigma_{xx}=\sigma$. To see how the stress builds up, integrate the equilibrium condition along $x$,
\begin{equation}
\frac{\partial\sigma_{xx}}{\partial x}+\frac{\partial\sigma_{xz}}{\partial z}=0,
\end{equation}
from the interface $z=0$ to the top $z=h$, for a long straight edge along which nothing varies with $y$. The shear stress vanishes at the free top surface. With $\bar\sigma$ for the average of $\sigma_{xx}$ over the thickness,
\begin{equation}
h\,\frac{d\bar\sigma}{dx}=\sigma_{xz}(x,0).
\label{eq:shear}
\end{equation}
The average stress in the coating can change along $x$ only where the interface carries shear. Integrating Eq.~(\ref{eq:shear}) from the interior, where $\bar\sigma=\sigma$, to the face, where $\bar\sigma=0$, gives the total shear force per unit length of edge:
\begin{equation}
\int\sigma_{xz}(x,0)\,dx=-h\sigma=(0.25\ \mathrm{mm})(187.5\ \mathrm{N/mm^2})\approx 47\ \mathrm{N/mm}.
\end{equation}
Far from the edges the interface carries practically no shear. The force that holds the coating in compression is passed to it near the edges, which is one reason why loss of bonding there is a concern. The total grows in proportion to $h$, although $\sigma$ does not depend on $h$.

Force balance does not tell how wide the loaded zone is. A finite-element solution for a coating on a rigid base, perfectly bonded up to its free side face and with no variation along $y$, gives the following averages over the thickness, accurate to about one percentage point:
\begin{center}
\begin{tabular}{lcccc}
Distance from the face, in units of $h$ & 0.5 & 1 & 2 & 4\\
$\bar\sigma/\sigma$ & 41\,\% & 62\,\% & 85\,\% & 98\,\%
\end{tabular}
\end{center}
On the rigid base, the average stress at four thicknesses, here 1 mm, is within about 2\,\% of its full value. A deformable substrate widens the zone. For a plate 3 mm thick with modulus 200 GPa and Poisson ratio 0.3, held flat, the average at four thicknesses is about 85\,\% of the interior value if the plate ends flush with the coating, and about 93\,\% if it extends well beyond; coming within about 1\,\% then takes some 16 and 8 thicknesses. The remaining statements of this paragraph refer to the rigid base. Far inside, at 20 thicknesses from the face, the same solution returns $-187.50$ MPa. This tests Eq.~(\ref{eq:sigma}) without assuming $\sigma_{zz}=0$, since the solution is given only the free top surface. In a patch of coating just a few thicknesses wide, the average stress along $x$ would stay below its full value everywhere, although the local stress at the bonded interface stays close to it (93 to 98\,\% at the centre of patches one to six thicknesses wide) and exceeds it near the corners. At the corner between the interface and the side face the elastic stresses grow without bound, roughly as $r^{-0.22}$ with the distance $r$ from the corner, while the integrated shear force stays finite.

\subsection{How far the result applies to a real coating}

The data are rough typical values for a plasma-sprayed zirconia thermal barrier coating on a nickel superalloy. Such a coating is porous and cracked, which is why its modulus is taken as low as 50 GPa. The three changes below are trial changes, each made with all other data held fixed.

The modulus matters most among them. With 200 GPa, a rough value for dense zirconia, the stress would be $-750$ MPa, four times as large. A coating that densifies in service moves in this direction; since dense zirconia also has a Poisson ratio nearer 0.3, changing both would give about $-860$ MPa. The mismatch is a small difference of two larger numbers, so modest errors in the coefficients weigh heavily: lowering $\alpha_c$ by $1\times10^{-6}$ K$^{-1}$, about 9\,\% of its value, adds 62.5 MPa of compression, or one third of the result. The same holds for $\alpha_s$: averaged from 300 to 1300 K, nickel superalloys often lie nearer $16\times10^{-6}$ K$^{-1}$ than 14, which would give $-312.5$ MPa. Finally, real layers creep while they are hot. If creep keeps the coating free of stress during the first 200 K of cooling, only 800 K of cooling count, and the compression falls by 37.5 MPa to 150 MPa.

Cracking, the stress left by the spraying process, and the intermediate layers between zirconia and superalloy are not included. Adding strains of more than 1\,\% linearly is itself an approximation, worth up to about 2 MPa here. The value of 187.5 MPa is thus an estimate for the stated data, and its digits say nothing about how well the stress in a given part is known.

\section{Variation 1: the coating is hotter than the substrate}

\emph{The substrate has reached 300 K, but the coating is still at 400 K. What is the stress?}

The argument of part (a) holds with separate temperatures $T_s$ and $T_c$. The total strain is set by the substrate, and the coating subtracts its own thermal strain:
\begin{equation}
e=\alpha_s(T_s-T_{\rm hot})-\alpha_c(T_c-T_{\rm hot}).
\end{equation}
Write $T_c=T_s+\delta$, where $\delta$ is the excess temperature of the coating. Then
\begin{equation}
e=(\alpha_s-\alpha_c)(T_s-T_{\rm hot})-\alpha_c\,\delta .
\label{eq:delta}
\end{equation}
The first term is the old result. The second changes the stress by
\begin{equation}
-M_c\,\alpha_c\,\delta=-(62.5\ \mathrm{GPa})(11\times10^{-6})(100)=-68.75\ \mathrm{MPa},
\end{equation}
so the compression rises from 187.5 to about 256 MPa.

A difference of 100 K between the layers does more than a third of what 1000 K of common cooling does. The reason is visible in Eq.~(\ref{eq:delta}): common cooling is weighted by the small difference $\alpha_s-\alpha_c$, and a temperature difference by the full $\alpha_c$.

The sign can turn as well. At the very start of a rapid cooling from the surface, the substrate is still near $T_{\rm hot}$ and the first term is close to zero. A coating 100 K \emph{cooler} than the substrate has $\delta=-100$ K, and it is then in tension of about 69 MPa, although it will end in compression. Slow cooling keeps such passing stresses small. In the elastic model they leave no trace: once both layers share the final temperature, the stress is that of part (b), whatever the cooling rate was.

\section{Variation 2: a substrate of finite thickness}

\emph{The substrate has modulus $E_s=200$ GPa and Poisson ratio $\nu_s=0.3$. How much stress does the coating lose because the substrate yields elastically?}

The biaxial modulus of the substrate is $M_s=200/0.7=285.7$ GPa. The forces per unit width in the two layers are in the ratio of $M_ch$ to $M_sH$ for equal strain, so the relevant small number is
\begin{equation}
q=\frac{M_c h}{M_s H}=\frac{62.5\times0.25}{285.7\times3.00}=0.0182 .
\end{equation}

\textbf{Plate held flat.} Let $\varepsilon_0$ be the elastic strain of the substrate. No net force acts on the pair, so $\sigma h+M_s\varepsilon_0H=0$ and $\varepsilon_0=-\sigma h/(M_sH)$. The coating follows this extra strain:
\begin{equation}
\sigma=M_c(e+\varepsilon_0)=M_ce-q\sigma
\quad\Longrightarrow\quad
\sigma=\frac{M_ce}{1+q}=-184.1\ \mathrm{MPa}.
\end{equation}
The loss is 1.79\,\% of the stress on a rigid substrate.

\textbf{Plate free to bend.} The coating force $\sigma h$ acts at a distance $(H+h)/2$ from the middle plane of the substrate. It must be balanced by a bending strain $\kappa z$, with $z$ now measured from that plane. Neglecting the coating's own resistance to bending, the balance of moments is
\begin{equation}
\sigma h\,\frac{H+h}{2}+M_s\kappa\,\frac{H^3}{12}=0
\quad\Longrightarrow\quad
\kappa=-\frac{6\sigma h(H+h)}{M_sH^3}.
\end{equation}
At the middle of the coating, $z=(H+h)/2$, the total extra strain is
\begin{equation}
\varepsilon_0+\kappa\,\frac{H+h}{2}=-\frac{\sigma h}{M_sH}\left[1+3\left(1+\frac{h}{H}\right)^2\right].
\end{equation}
As before, this gives the mean stress
\begin{equation}
\sigma=\frac{M_ce}{1+q\left[1+3(1+h/H)^2\right]} .
\end{equation}
For $h\ll H$ the bracket tends to 4, and the fractional loss is $4q=7.29\,\%$ to leading order: one part from stretching and three from bending. With the actual thicknesses the bracket is 4.52, and the loss is $0.0824/1.0824=7.61\,\%$. This agrees with the full balance of forces and moments, which includes the bending resistance of the coating and gives a mean stress of $-173.2$ MPa.

Since $\sigma<0$, the curvature $\kappa$ is positive, strain increases toward the top, and the plate bows with the coating on its convex side. The top of the coating is therefore relieved slightly more than the interface: the stresses there are $-172.4$ and $-174.1$ MPa. For these thicknesses the rigid-substrate formula overstates the compression by 14 MPa if the plate can bend, which is less than any of the trial changes considered above. The bending result assumes a deflection small against $H$: with $\kappa\approx0.11$ m$^{-1}$ the sag reaches $H/2$ at a radius of about 170 mm, so it holds for plates well below that size. The stresses and percentage losses of this section are listed in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Coating modulus: 50 GPa, Poisson ratio 0.2
Expansion, coating: 11.0 1e-6/K
Expansion, substrate: 14.0 1e-6/K
Stress-free and final temperature: 1300 K, 300 K
Thickness, coating and substrate: 0.25 mm, 3.00 mm
Substrate modulus: 200 GPa, Poisson ratio 0.3
Free strain, coating: -1.10 %
Free strain, substrate: -1.40 %
Elastic in-plane strain of coating: -0.300 %
Biaxial modulus, coating: 62.50 GPa
Biaxial modulus, substrate: 285.7 GPa
Biaxial stress, formula: -187.50 MPa
Biaxial stress, Hooke equations solved: -187.50 MPa
Biaxial stress, finite-element interior: -187.50 MPa
Elastic thickness strain: 0.150 %
Total thickness strain: -0.950 %
Stress, one direction constrained: -150.0 MPa
Stress, three directions constrained: -250.0 MPa
Finite substrate held flat, stress: -184.1 MPa
Finite substrate held flat, loss: 1.79 %
Substrate free to bend, mean stress: -173.2 MPa
Substrate free to bend, at interface: -174.1 MPa
Substrate free to bend, at top: -172.4 MPa
Substrate free to bend, mean loss: 7.61 %
Thin-coating estimate of that loss: 7.29 %
Mean stress 0.5 thicknesses from edge: 41 % of full
Mean stress 1 thicknesses from edge: 62 % of full
Mean stress 2 thicknesses from edge: 85 % of full
Mean stress 4 thicknesses from edge: 98 % of full
Change, mismatch larger by 1e-6/K: -62.5 MPa
Change, stress-free point 200 K lower: +37.5 MPa
Change, coating 100 K hotter: -68.75 MPa
Stress with dense-coating modulus 200 GPa: -750 MPa
\end{verbatim}
